# Normal-incidence intersubband absorption in a tilted ellipsoidal valley

## Symmetry fixes the form

A quantum well has a potential $V(z)$ that depends on the growth coordinate $z$ alone. Light at normal incidence has its electric field in the plane of the layers, along $x$ say. It can drive a transition between subbands $n$ and $m$ only if the electron's in-plane velocity has a matrix element between them.

Let the kinetic energy be $\tfrac12\,\mathbf p\cdot W\cdot\mathbf p$, with $W$ the inverse-mass tensor. Replace $x$ by the sheared coordinate $X=x-sz$. The shear leaves $V(z)$ unchanged, and it changes the mixed element of the tensor to

$$W_{Xz}=W_{xz}-sW_{zz}.$$

The choice $s=W_{xz}/W_{zz}$ makes this zero. With the same shear for $y$, the Hamiltonian is even under $(X,Y)\to(-X,-Y)$. At zero in-plane wave vector the subband states are also even, while the velocity $v_X=v_x-sv_z$ is odd. Its matrix elements vanish, so those of $v_x$ equal $s$ times those of $v_z$. The in-plane dipole length is therefore the usual length $z_{mn}$ times the dimensionless number $W_{xz}/W_{zz}$. The theorem extends this to every in-plane wave vector.

## Assumptions and theorem

The electron has charge $-e$, with $e>0$. Indices $i,j$ run over $x,y$, and

$$w_i=W_{iz},\qquad b_i=\frac{W_{iz}}{W_{zz}},\qquad \omega_{mn}=\frac{E_m-E_n}{\hbar}.$$

**(A1)** One parabolic valley is treated in the envelope approximation, with $H=\tfrac12\,\mathbf p\cdot W\cdot\mathbf p+V(z)$ and $\mathbf p$ measured from the valley minimum. 
**(A2)** $W$ is real, symmetric, positive and the same in well and barrier. 
**(A3)** The vector potential $\mathbf A(t)$ is uniform across the well. 
**(A4)** Valleys are not coupled to each other, and the layers are uniform in the plane.

**Theorem.** For subbands $m\neq n$ at the same in-plane wave vector $\mathbf k$,

$$\boxed{\langle m\mathbf k|v_i|n\mathbf k\rangle=b_i\langle m\mathbf k|v_z|n\mathbf k\rangle=i\,b_i\,\omega_{mn}z_{mn}}$$

Here $z_{mn}=\int\varphi_m^*z\varphi_n\,dz$, and $\varphi_n$ solves the one-dimensional problem with mass $1/W_{zz}$. Light polarized along $i$ sees the effective dipole $-e\,b_iz_{mn}$. The coupling vanishes for every in-plane polarization if and only if $z$ is a principal axis of $W$, or $z_{mn}=0$.

An isotropic mass always has $z$ as a principal axis. So does an anisotropic valley aligned with the growth direction. The requirement is thus tilt, and anisotropy alone is not enough.

## Lemma 1: the tensor of a tilted ellipsoid

Let the valley have mass $m_l$ along the unit vector $\mathbf n$ and $m_t$ across it. Projecting on the two subspaces gives

$$W=\frac{\mathbf n\mathbf n^T}{m_l}+\frac{I-\mathbf n\mathbf n^T}{m_t}
=\frac{I}{m_t}+\Big(\frac1{m_l}-\frac1{m_t}\Big)\mathbf n\mathbf n^T .$$

For $\mathbf n=(\sin\theta,0,\cos\theta)$,

$$W_{xz}=\Big(\frac1{m_l}-\frac1{m_t}\Big)\sin\theta\cos\theta,\qquad
W_{zz}=\frac{\sin^2\theta}{m_t}+\frac{\cos^2\theta}{m_l}.$$

If $m_l\ne m_t$, the off-diagonal element vanishes at $\theta=0$ and $90^\circ$ and is nonzero in between. For small tilt, $b_x\simeq-\theta(m_l/m_t-1)$. In the limit $m_l\to\infty$, $b_x\to-\cot\theta$. The displacement $(b_x,0,1)$ is then perpendicular to $\mathbf n$, as it must be for an electron that cannot move along $\mathbf n$.

## Lemma 2: subbands at finite wave vector

Translation invariance permits $\psi=e^{i\mathbf k\cdot\mathbf r}\chi(z)$, with $\mathbf k$ in the plane. Each in-plane momentum becomes $\hbar k_i$, and $\chi$ obeys the Hamiltonian

$$H_{\mathbf k}=\tfrac12\hbar^2\,\mathbf k\cdot W_\parallel\cdot\mathbf k+\hbar(\mathbf w\cdot\mathbf k)p_z+\tfrac12W_{zz}p_z^2+V(z),$$

where $W_\parallel$ is the in-plane block. Since $\mathbf w=W_{zz}\mathbf b$, completing the square gives

$$H_{\mathbf k}=\tfrac12W_{zz}(p_z+\hbar\,\mathbf b\cdot\mathbf k)^2+V(z)
+\tfrac12\hbar^2\,\mathbf k\cdot\Big(W_\parallel-\frac{\mathbf w\mathbf w^T}{W_{zz}}\Big)\cdot\mathbf k .$$

Put $\chi=e^{-iz\,\mathbf b\cdot\mathbf k}\varphi$. Differentiating the phase gives $(p_z+\hbar\mathbf b\cdot\mathbf k)\chi=e^{-iz\,\mathbf b\cdot\mathbf k}p_z\varphi$. Hence $\varphi$ solves

$$\Big[\tfrac12W_{zz}p_z^2+V(z)\Big]\varphi_n=E_n\varphi_n,$$

and the lateral energy is the same for all subbands. They are parallel, so $\omega_{mn}$ does not depend on $\mathbf k$. The phase factor is common to all states of equal $\mathbf k$ and cancels in $z_{mn}$.

## Proof of the theorem

For charge $-e$ the field enters through $\mathbf p\to\mathbf p+e\mathbf A$. Because $\mathbf A$ is uniform it commutes with $\mathbf p$, and because $W$ is symmetric the two cross terms are equal:

$$H(t)=H+e\mathbf A\cdot\mathbf v+\tfrac12e^2\mathbf A\cdot W\cdot\mathbf A,\qquad \mathbf v=W\mathbf p .$$

The last term is a number at each time and causes no transition. The operator $\mathbf v$ is the field-free velocity, since $(i/\hbar)[H,r_a]=(W\mathbf p)_a$.

Written out,

$$v_i=\sum_jW_{ij}p_j+W_{iz}p_z,\qquad v_z=\sum_jw_jp_j+W_{zz}p_z .$$

Multiply the second by $b_i$ and subtract. The terms in $p_z$ cancel because $b_iW_{zz}=W_{iz}$:

$$v_i-b_iv_z=\sum_j\Big(W_{ij}-\frac{w_iw_j}{W_{zz}}\Big)p_j .$$

On states of wave vector $\mathbf k$ the right side is a number. Different subbands are orthogonal, so its matrix element between them is zero. This proves the first equality. The second follows from $v_z=(i/\hbar)[H,z]$:

$$\langle m|v_z|n\rangle=\frac i\hbar(E_m-E_n)z_{mn}=i\omega_{mn}z_{mn}.$$

Finally, $b_x=b_y=0$ means $W_{xz}=W_{yz}=0$, which says that $W$ maps the $z$ direction onto itself. $\square$

The well exerts a force along $z$ only, so the in-plane momenta are conserved. In-plane velocity is not conserved, because a change of $p_z$ changes $v_x$ through $W_{xz}$. An electron that oscillates across the well is carried sideways by $b_x$ for each unit of distance along $z$, and the light drives this sideways motion.

**Remark on the isotropic zero.** It rests on (A2) and (A3). If the field varies as $e^{iqz}$, with $q=n_r\omega/c$ and refractive index $n_r$, an isotropic mass $\mu$ gives the leading element $iqz_{mn}\hbar k_x/\mu$. Compared with $\omega z_{mn}$ this has size $n_r|\hbar k_x/\mu|/c$, the lateral speed over the speed of light in the medium. If an isotropic mass differs between well and barrier, against (A2), then $v_x=\hbar k_x/\mu(z)$ depends on $z$ and couples subbands 1 and 2 at $k_x\ne0$ in an asymmetric well. This term can exceed the one above, and it vanishes by parity in a symmetric well. Band mixing, which (A1) omits, can also give in-plane coupling.

## Proposition 1: sum rule and best tilt

**Statement.** For every subband $n$,

$$S_x\equiv\sum_{m\ne n}\frac{2|\langle m|v_x|n\rangle|^2}{\hbar\omega_{mn}}=\frac{W_{xz}^2}{W_{zz}} .$$

*Proof.* By the theorem, $S_x=b_x^2\sum_m2\omega_{mn}|z_{mn}|^2/\hbar$. Evaluate the expectation value of $[z,[H,z]]$ in state $n$ in two ways. Inserting a complete set gives $2\sum_m(E_m-E_n)|z_{mn}|^2$. Direct use of $[H,z]=-i\hbar v_z$ and $[z,p_z]=i\hbar$ gives $\hbar^2W_{zz}$. Therefore $\sum_m2\omega_{mn}|z_{mn}|^2/\hbar=W_{zz}$, and $S_x=b_x^2W_{zz}$. $\square$

Lemma 2 gives the inverse mass for free motion along $x$ as $W_{xx}-W_{xz}^2/W_{zz}$. What the well removes from the free in-plane response reappears as intersubband strength.

To find the best tilt, set $a=1/m_t$, $g=1/m_l$ and $D=W_{zz}=g+(a-g)\sin^2\theta$. Then $\sin^2\theta=(D-g)/(a-g)$ and $\cos^2\theta=(a-D)/(a-g)$, so

$$S_x=\frac{(D-g)(a-D)}{D}=a+g-D-\frac{ag}{D}.$$

The derivative $-1+ag/D^2$ vanishes at $D=\sqrt{ag}$, where the second derivative is negative. Hence

$$S_x^{\max}=\Big(\frac1{\sqrt{m_t}}-\frac1{\sqrt{m_l}}\Big)^2,\qquad
\sin^2\theta=\frac{\sqrt{m_t}}{\sqrt{m_t}+\sqrt{m_l}} .$$

This is the optimum for one valley, polarization along its tilt, fixed masses, and strength summed over all final subbands.

## Proposition 2: absorbed fraction

Let $N$ electrons per area occupy subband 1 of one valley, and let $A_x=A_0\cos\omega t$. Near resonance, first-order perturbation theory keeps the half of the cosine that rotates with the transition. With $\delta=\omega_{21}-\omega$,

$$P_2(t)=\Big(\frac{eA_0|v_{21}|}{2\hbar}\Big)^2\frac{\sin^2(\delta t/2)}{(\delta/2)^2}.$$

The last factor has area $2\pi t$ over $\delta$ and narrows as $t$ grows, so it tends to $2\pi t\,\delta(\omega_{21}-\omega)=2\pi\hbar t\,\delta(E_{21}-\hbar\omega)$. The rate is

$$R=\frac{2\pi}\hbar\Big(\frac{eA_0}2\Big)^2|v_{21}|^2\delta(E_{21}-\hbar\omega).$$

The field amplitude is $\omega A_0$ and the intensity in the medium is $\tfrac12n_r\varepsilon_0c\,\omega^2A_0^2$. Dividing the absorbed power per area, $N\hbar\omega R$, by the intensity and inserting $|v_{21}|=\omega|b_x||z_{21}|$ gives

$$\eta(\omega)=\frac{\pi e^2N|v_{21}|^2}{n_r\varepsilon_0c\,\omega}\delta(E_{21}-\hbar\omega)
=\frac{\pi e^2\omega N\,b_x^2|z_{21}|^2}{n_r\varepsilon_0c}\,\delta(E_{21}-\hbar\omega).$$

A Lorentzian of half width $\Gamma$ has height $1/(\pi\Gamma)$. Stimulated emission replaces $N$ by $N_1-N_2$. The peak is then

$$\eta_{\rm pk}=\frac{e^2\omega(N_1-N_2)\,b_x^2|z_{21}|^2}{n_r\varepsilon_0c\,\Gamma}.$$

## Proposition 3: a (111) well with cube-axis valleys

Take valleys along the three cube axes, equally filled, with $z$ along [111]. The two valleys of each opposite pair share one $W$. Each axis has $n_z=1/\sqrt3$, and $\mathbf b=(1/m_l-1/m_t)\,n_z\mathbf n_\parallel/W_{zz}$.

The three axes add up to a vector along [111], so their in-plane parts cancel and $\sum_v\mathbf b_v=0$. Also $\sum_v\mathbf n_v\mathbf n_v^T=I$, so $\mathbf n_\parallel\mathbf n_\parallel^T$ has the mean $I_\parallel/3$. Since $|\mathbf n_\parallel|^2=2/3$,

$$\overline{b_ib_j}=\tfrac12|\mathbf b|^2\delta_{ij}.$$

The total absorption does not depend on the in-plane polarization. In a (001) well each valley has $z$ as a principal axis, and the coupling vanishes in all of them.

**Corollary (mean field, two subbands, upper one nearly empty).** The normal-incidence line has no depolarization shift, while the $z$-polarized line has one.

*Proof.* Take $\varphi_1,\varphi_2$ real. Let $c_v$ be the amplitude of subband 2 in valley $v$ relative to subband 1, and a bar the valley mean. The induced density is $\delta n=N\,\overline{(c+c^*)}\,\varphi_1\varphi_2$. The electron's potential energy obeys $U''=-e^2\delta n/\varepsilon$, with $\varepsilon$ the permittivity. With $Q(z)=\int_{-\infty}^z\varphi_1\varphi_2\,dz'$, which vanishes at both ends, integration by parts gives

$$\langle2|U|1\rangle=K\,\overline{(c+c^*)},\qquad K=\frac{e^2N}{\varepsilon}\int Q^2dz,$$

$$i\hbar\dot c_v=E_{21}c_v+K\,\overline{(c+c^*)} .$$

An in-plane field drives $c_v$ in proportion to $b_{v,x}$, whose mean is zero. The charges cancel and the frequency stays at $E_{21}/\hbar$. A $z$ field drives all valleys alike. With $c=X+iY$ one finds $\hbar\dot X=E_{21}Y$ and $\hbar\dot Y=-(E_{21}+2K)X$, so the energy becomes $\sqrt{E_{21}^2+2E_{21}K}$. $\square$

Strain that fills the valleys unequally makes the population-weighted mean of $\mathbf b_v$ nonzero. The cancellation then survives only for light polarized perpendicular to that mean.

## Worked example: electrons in a (111) diamond well

Diamond has six ellipsoidal conduction valleys along the cube axes. Rough values are $m_l=1.5\,m_0$, $m_t=0.3\,m_0$ and $n_r=2.4$. The design choices are a 3.6 nm well, a 1 eV barrier, $N=10^{12}$ cm$^{-2}$ over all valleys, $\Gamma=10$ meV and 300 K.

At the (111) tilt of $54.7^\circ$, $\sin^2\theta=2/3$, and

$$m_0W_{zz}=\frac{2/3}{0.3}+\frac{1/3}{1.5}=2.444,\qquad
m_0W_{xz}=\Big(\frac1{1.5}-\frac1{0.3}\Big)\frac{\sqrt2}3=-1.257 .$$

Hence the confinement mass is $0.409\,m_0$, $|b|=1.257/2.444=0.514$, and the valley average of $b_x^2$ is $0.2645/2=0.132$. The strength $m_0W_{xz}^2/W_{zz}$ is $0.65$, against $1.02$ at the best tilt of $33.8^\circ$.

For the levels, matching $\varphi$ and $\varphi'$ at the well edges gives $qL=n\pi-2\arcsin(q/q_0)$. Here $L$ is the width, $q$ the wave number inside, and $\hbar^2q_0^2W_{zz}/2$ the barrier height. The roots are $E_1=51.7$ meV and $E_2=205.2$ meV, so $E_{21}=153.4$ meV (from the unrounded roots), a wavelength of 8.1 µm. The dipole length is $z_{21}=0.766$ nm. Its in-plane counterpart in one valley is $0.514\times0.766=0.394$ nm. This transition carries 97% of the sum rule.

With $e^2/(\varepsilon_0\hbar c)=0.0917$ and $N_1-N_2\simeq N$,

$$\eta_{\rm pk}\simeq\frac{0.0917}{2.4}\times\frac{153.4}{10}\times10^{16}\,(0.766\times10^{-9})^2\times0.132\simeq4.5\times10^{-4}.$$

One well absorbs 0.045% per pass, and fifty identical wells absorb 2.2%, without reflections or other losses. Useful absorption therefore needs many wells, many passes or a cavity.

Two numerical tests used the [100] valley at $\mathbf k=(0.5,-0.3)$ nm$^{-1}$, with the cross term kept in the Hamiltonian. Direct diagonalization gave $1.00001$ times the predicted $|v_x|$. A weak Gaussian pulse, its carrier 3% above resonance and its vector-potential envelope having a standard deviation of five periods, deposited $1.001$ times the energy predicted by Proposition 2. The numerical output lists these and the other values.

## The model beside a real device

This is a design exercise, not a demonstrated diamond device. The main open point is the supply of electrons. Phosphorus donors in diamond are roughly 0.6 eV deep, and the activation factor $e^{-0.6\,\mathrm{eV}/2k_BT}$ is $9\times10^{-6}$ at 300 K, so doping the well itself would leave it nearly empty. Donors of the same depth in the assumed barrier would lie 0.35 eV above $E_1$ and could fill the well, but the 1 eV barrier is not tied to a known material. At fixed $\Gamma$ and dipole, absorption falls in proportion to any shortfall in density.

The mass ratio is also uncertain. Taking $m_l/m_t=4$ or $6$ instead of 5 changes the averaged $b_x^2$ to 0.111 or 0.148, which moves the absorption by about $-16\%$ or $+12\%$ if $E_{21}$ and $z_{21}$ are held fixed. The masses also change the levels. With these recomputed for the same well, the absorption changes by about $-14\%$ or $+10\%$ if $m_t$ is kept, and by about $-31\%$ or $+32\%$ if $m_l$ is kept. A barrier with a different tensor violates (A2). States 1 and 2 have 0.8% and 3.3% of their probability in the barriers, which suggests a small correction to the coupling strength if the two tensors are comparable; this is an estimate, not a bound. The level spacing is more sensitive: a barrier mass that differs by 30% moves $E_{21}$ by 5 to 7 meV, and one that differs by 50% moves it by 8 to 12 meV, which is close to $\Gamma$.

Static band bending, with donors placed symmetrically, shifts $E_{21}$ by $-4.4$ meV to first order. The depolarization shift is $+7.4$ meV for $z$ polarization. Both are below $\Gamma$. Nonparabolicity is a larger concern. The ratio of $E_2$ to the band gap is only 3.7%, but it understates the effect, because the two lowest conduction bands of diamond meet at the zone-boundary point X, close to the valley. The relevant energy is their separation at the valley minimum, roughly 2 eV, which gives a size of order 10%. This separation is itself uncertain by about 30%. The line could therefore shift down by one to two times $\Gamma$, and the same band mixing lowers the in-plane coupling strength by roughly 10 to 15%. The 8.1 µm wavelength and the absorption figures above belong to the parabolic model. The electrons are nondegenerate, with the chemical potential $3.6\,k_BT$ below $E_1$, and $N_2/N_1=0.003$. The field at the well edge, 0.16 MV/cm, is 1.6% of a rough breakdown field. Through a 5 nm barrier the density of state 2 decays by $2\times10^{-13}$, so tunnelling between wells is negligible at zero bias. The phase of the light changes by 0.007 rad across the well, which supports (A3).

## Numbers as computed

```
INPUTS (diamond values are rough)
longitudinal mass: 1.5 m0
transverse mass: 0.3 m0
refractive index: 2.4
relative permittivity: 5.7
well width: 3.6 nm
barrier height: 1 eV
sheet density: 1e+12 cm^-2
half width Gamma: 10 meV
temperature: 300 K
VALLEY TENSOR, (111) WELL
tilt angle: 54.74 deg
m0*W_zz: 2.444
m0*W_xz, x along the tilt: -1.257
confinement mass: 0.4091 m0
|b|: 0.5143
|b|^2, one valley, best polarization: 0.2645
valley-averaged b_x^2: 0.1322
best tilt for in-plane strength: 33.77 deg
m0*W_xz^2/W_zz at best tilt: 1.019
m0*W_xz^2/W_zz at (111) tilt: 0.6465
LEVELS AND ABSORPTION
E1: 51.72 meV
E2: 205.2 meV
E21: 153.4 meV
wavelength: 8.081 um
z21: 0.766 nm
in-plane dipole length |b|*z21: 0.3939 nm
share of sum rule in 1->2: 0.9668
peak absorption per well: 0.0452 %
peak absorption of 50 wells: 2.24 %
TESTS
v_x direct/formula: 1.00001
pulse energy direct/formula: 1.001
|v_x/v_z| isotropic mass: 1e-16
|v_x/v_z| (001) well, largest: 1e-16
NEGLECTED EFFECTS
averaged b_x^2 if m_long/m_trans = 4: 0.111
averaged b_x^2 if m_long/m_trans = 6: 0.148
state 1 in barriers: 0.77 %
state 2 in barriers: 3.3 %
density decay, state 2, 5 nm barrier: 2.1e-13
band-bending shift of E21: -4.4 meV
depolarization shift, z-polarized: 7.4 meV
N2/N1: 0.0027
(mu - E1)/kT: -3.61
E2/band gap (nonparabolicity size): 3.7 %
donor factor exp(-0.6 eV/2kT): 9e-06
barrier donor level above E1: 0.35 eV
field at well edge: 0.16 MV/cm
field/rough breakdown field: 1.6 %
light phase across well: 0.0067 rad
```
